**Polarised 2p–3d intensities and the polarisation of eg holes**

For one hole, the program finds in-plane to axial intensities of 3:0 for $x^2-y^2$ ($X$) and 1:4 for $3z^2-r^2$ ($Z$), in units of $C=4\pi^2\alpha R^2/15$, where $R$ is the 2p–3d radial integral. It asserts these values from angular integrals computed by quadrature on the sphere. It also asserts the hole polarisation $P_h=(h_X-h_Z)/(h_X+h_Z)=2(I_p-I_z)/(2I_p+I_z)$, where $h_X,h_Z$ are hole numbers and $I_p,I_z$ are the in-plane mean and axial intensities integrated over L3 and L2. This test uses 15 random many-electron states: intensities are summed over diagonalised final states, hole numbers come from their operator definition, and the largest error is 5.2e-14. For $I_p=1.00$, $I_z=0.85$ and one eg electron, the output gives $P_h=0.1053$ and an electron polarisation of $-0.3158$. A correlated two-hole singlet with true $P_h=0.5$ shows that L3 alone gives 0.5266 once the quadrupolar core–valence Coulomb term is switched on, while the full integral still gives 0.5000.

## Numerical verification

```python
# Result under test: 2p->3d dipole intensities of one eg hole are
#   x2-y2: in-plane 3, axial 0;   3z2-r2: in-plane 1, axial 4  (unit C),
# and for eg holes  P_h = (hX-hZ)/(hX+hZ) = 2(Ip-Iz)/(2Ip+Iz).
# Symbols: X = x2-y2, Z = 3z2-r2, hX, hZ = hole numbers, n = eg electrons,
# Ip = mean of the x and y intensities, Iz = axial intensity,
# both integrated over the L3 and L2 edges.
# Intensities are in units C = 4 pi^2 alpha R^2/15, R = radial integral.
import numpy as np
from scipy import sparse

# ---------- angular matrix elements by quadrature on the sphere ----------
u, wu = np.polynomial.legendre.leggauss(12)
phi = 2*np.pi*np.arange(24)/24
U, PHI = np.meshgrid(u, phi, indexing="ij")
weight = (wu[:, None]*np.ones(24)*2*np.pi/24).ravel()
s = np.sqrt(1 - U**2)
nvec = np.array([(s*np.cos(PHI)).ravel(), (s*np.sin(PHI)).ravel(), U.ravel()])
x, y, z = nvec


def normalised(f):
    return f/np.sqrt(np.sum(weight*f*f))


p_orb = np.array([normalised(f) for f in (x, y, z)])
names = ["x2-y2", "3z2-r2", "xy", "xz", "yz"]
d_orb = np.array([normalised(f) for f in
                  (x*x - y*y, 3*z*z - 1, x*y, x*z, y*z)])
# dip[q, d, p] = <d| n_q |p>
dip = np.einsum("g,qg,dg,pg->qdp", weight, nvec, d_orb, p_orb)
table = 15*np.sum(dip**2, axis=2).T          # rows: orbital, columns: x, y, z
assert np.allclose(table[0], [3, 3, 0], atol=1e-11)
assert np.allclose(table[1], [1, 1, 4], atol=1e-11)
assert np.allclose(table[2], [3, 3, 0], atol=1e-11)
assert np.allclose(table.sum(axis=1), 6, atol=1e-11)
signed = np.sqrt(15)*np.array([dip[0, 0, 0], dip[1, 0, 1], dip[0, 1, 0],
                               dip[1, 1, 1], dip[2, 1, 2]])
assert np.allclose(signed, [3**.5, -3**.5, -1, -1, 2], atol=1e-11)

# one hole in the coherent mixture (X+Z)/sqrt(2)
mixed = 15*np.sum(((dip[:, 0] + dip[:, 1])/np.sqrt(2))**2, axis=1)
assert abs(mixed[0] - mixed[1]) > 1
assert np.isclose((mixed[0] + mixed[1])/2, (3 + 1)/2)

# ---------- many-electron space: 6 core and 4 eg spin orbitals ----------
MODES = 10
lower = sparse.csr_matrix([[0., 1.], [0., 0.]])
parity = sparse.diags([1., -1.])
ann = []
for m in range(MODES):
    op = sparse.identity(1, format="csr")
    for k in range(MODES):
        factor = parity if k < m else lower if k == m else sparse.identity(2)
        op = sparse.kron(op, factor, format="csr")
    ann.append(op)
cre = [a.T.tocsr() for a in ann]
states = np.arange(2**MODES)
occ = (states[:, None] >> (MODES - 1 - np.arange(MODES))) & 1
n_core, n_eg = occ[:, :6].sum(1), occ[:, 6:].sum(1)


def one_body(matrix, row0, col0):
    total = sparse.csr_matrix((2**MODES, 2**MODES), dtype=complex)
    for i, j in zip(*np.nonzero(np.abs(matrix) > 1e-12)):
        total = total + matrix[i, j]*(cre[row0 + i] @ ann[col0 + j])
    return total


one = np.eye(2)
T = [one_body(np.kron(dip[q, :2], one), 6, 0) for q in range(3)]

# core spin-orbit coupling and quadrupolar (F2) core-valence Coulomb term
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
ls = one_body(sum(np.kron(-1j*eps[k], pauli[k]/2) for k in range(3)), 0, 0)
quad = sparse.csr_matrix((2**MODES, 2**MODES), dtype=complex)
for i in range(3):
    for j in range(3):
        f = weight*(nvec[i]*nvec[j] - (i == j)/3)
        qp = np.einsum("g,ag,bg->ab", f, p_orb, p_orb)
        qd = np.einsum("g,ag,bg->ab", f, d_orb[:2], d_orb[:2])
        quad = quad + 1.5*(one_body(np.kron(qp, one), 0, 0)
                           @ one_body(np.kron(qd, one), 6, 6))
ZETA, F2 = 8.0, 6.0                          # eV, round model values


def spectrum(ground, n, f2):
    """Final energies and line strengths (3 polarisations), unit C."""
    sector = np.where((n_core == 5) & (n_eg == n + 1))[0]
    H = (ZETA*ls + f2*quad)[sector][:, sector].toarray()
    assert np.allclose(H, H.conj().T)
    energy, vec = np.linalg.eigh(H)
    lines = [15*np.abs(vec.conj().T @ (t @ ground)[sector])**2 for t in T]
    return energy, np.array(lines)


def holes(ground):
    h = [np.linalg.norm(cre[m] @ ground)**2 for m in range(6, 10)]
    return h[0] + h[1], h[2] + h[3]


def hole_polarisation(Ip, Iz):
    return 2*(Ip - Iz)/(2*Ip + Iz)


# random correlated ground states with 1, 2 and 3 eg electrons
rng = np.random.default_rng(5)
worst = 0.0
for n in (1, 2, 3):
    basis = np.where((n_core == 6) & (n_eg == n))[0]
    for trial in range(5):
        g = np.zeros(2**MODES, complex)
        g[basis] = rng.normal(size=len(basis)) + 1j*rng.normal(size=len(basis))
        g /= np.linalg.norm(g)
        Ix, Iy, Iz = spectrum(g, n, F2)[1].sum(axis=1)
        Ip = (Ix + Iy)/2
        hX, hZ = holes(g)
        nX = np.sum(np.abs(g)**2*occ[:, 6:8].sum(1))
        nZ = np.sum(np.abs(g)**2*occ[:, 8:10].sum(1))
        Ph = hole_polarisation(Ip, Iz)
        errors = [Ip - (3*hX + hZ), Iz - 4*hZ,
                  3*Iz/(4*Ip - Iz) - hZ/hX,
                  Ph - (hX - hZ)/(hX + hZ),
                  -(4 - n)/n*Ph - (nX - nZ)/(nX + nZ)]
        worst = max(worst, np.max(np.abs(errors)))
assert worst < 1e-9

# correlated singlet with hX = 1.5, hZ = 0.5: full integral against L3 alone
vacuum = np.zeros(2**MODES, complex)
vacuum[np.where((n_core == 6) & (n_eg == 0))[0][0]] = 1
pairX = cre[6] @ (cre[7] @ vacuum)
pairZ = cre[8] @ (cre[9] @ vacuum)
singlet = np.sqrt(0.75)*pairZ - np.sqrt(0.25)*pairX
sX, sZ = holes(singlet)
true_P = (sX - sZ)/(sX + sZ)
result = {}
for f2 in (0.0, F2):
    energy, lines = spectrum(singlet, 2, f2)
    n_L3 = 2*len(energy)//3                  # four of the six core holes
    gap = energy[n_L3] - energy[n_L3 - 1]
    assert gap > 0.5*1.5*ZETA                # edges remain well separated
    full, L3 = lines.sum(axis=1), lines[:, :n_L3].sum(axis=1)
    result[f2] = (full, L3, hole_polarisation(full[:2].mean(), full[2]),
                  hole_polarisation(L3[:2].mean(), L3[2]), gap)
    assert np.isclose(result[f2][2], true_P)
assert np.isclose(result[0.0][3], true_P)
assert abs(result[F2][3] - true_P) > 0.003

# ---------- worked example ----------
Ip, Iz, n = 1.00, 0.85, 1
ratio = 3*Iz/(4*Ip - Iz)
Ph = hole_polarisation(Ip, Iz)
hX, hZ = (4 - n)/(1 + ratio), (4 - n)*ratio/(1 + ratio)
nX, nZ = 2 - hX, 2 - hZ
Pe = (nX - nZ)/n
contrast = (Ip - Iz)/(Ip + Iz)
assert 0 <= nX <= 1 and 0 <= nZ <= 1
# return trip: incoherent mixture of one-electron states with nX and nZ
IX = spectrum(cre[6] @ vacuum, 1, F2)[1].sum(axis=1)
IZ = spectrum(cre[8] @ vacuum, 1, F2)[1].sum(axis=1)
back = nX*IX + nZ*IZ
assert np.isclose(back[2]/back[0], Iz/Ip)

print("One-hole intensities, unit C (x, y, z polarisation):")
for name, row in zip(names, table):
    print(f"  {name:7s}", " ".join(f"{abs(v):.3f}" for v in row))
print("Hole in (X+Z)/sqrt2, unit C (x, y, z):",
      " ".join(f"{v:.3f}" for v in mixed))
print(f"  its in-plane mean, unit C: {mixed[:2].mean():.3f}")
print(f"Largest error on 15 random states (dimensionless): {worst:.1e}")
print("Worked example, intensities in a common arbitrary unit:")
print(f"  Ip = {Ip:.2f}, Iz = {Iz:.2f}, eg electrons n = {n}")
print(f"  hole ratio hZ/hX (dimensionless) = {ratio:.4f}")
print(f"  hole polarisation P_h (dimensionless) = {Ph:.4f}")
print(f"  plain contrast (dimensionless) = {contrast:.4f}")
print(f"  hole numbers hX = {hX:.4f}, hZ = {hZ:.4f}")
print(f"  electron numbers nX = {nX:.4f}, nZ = {nZ:.4f}")
print(f"  electron polarisation P_e (dimensionless) = {Pe:.4f}")
print(f"  return trip Iz/Ip (dimensionless) = {back[2]/back[0]:.4f}")
print("Two-hole singlet, core spin-orbit constant "
      f"{ZETA:.1f} eV, hX = {sX:.2f}, hZ = {sZ:.2f}")
print(f"  true P_h (dimensionless) = {true_P:.4f}")
for f2, (full, L3, P_full, P_L3, gap) in result.items():
    print(f"  F2 = {f2:.1f} eV: gap between edges = {gap:.2f} eV")
    print(f"    L3+L2: Ip = {full[:2].mean():.4f} C, Iz = {full[2]:.4f} C,"
          f" P_h = {P_full:.4f}")
    print(f"    L3 only: Ip = {L3[:2].mean():.4f} C, Iz = {L3[2]:.4f} C,"
          f" P_h = {P_L3:.4f}")
print("all good")
```

Printed output:

```
One-hole intensities, unit C (x, y, z polarisation):
  x2-y2   3.000 3.000 0.000
  3z2-r2  1.000 1.000 4.000
  xy      3.000 3.000 0.000
  xz      3.000 0.000 3.000
  yz      0.000 3.000 3.000
Hole in (X+Z)/sqrt2, unit C (x, y, z): 0.268 3.732 2.000
  its in-plane mean, unit C: 2.000
Largest error on 15 random states (dimensionless): 5.2e-14
Worked example, intensities in a common arbitrary unit:
  Ip = 1.00, Iz = 0.85, eg electrons n = 1
  hole ratio hZ/hX (dimensionless) = 0.8095
  hole polarisation P_h (dimensionless) = 0.1053
  plain contrast (dimensionless) = 0.0811
  hole numbers hX = 1.6579, hZ = 1.3421
  electron numbers nX = 0.3421, nZ = 0.6579
  electron polarisation P_e (dimensionless) = -0.3158
  return trip Iz/Ip (dimensionless) = 0.8500
Two-hole singlet, core spin-orbit constant 8.0 eV, hX = 1.50, hZ = 0.50
  true P_h (dimensionless) = 0.5000
  F2 = 0.0 eV: gap between edges = 12.00 eV
    L3+L2: Ip = 5.0000 C, Iz = 2.0000 C, P_h = 0.5000
    L3 only: Ip = 3.3333 C, Iz = 1.3333 C, P_h = 0.5000
  F2 = 6.0 eV: gap between edges = 11.35 eV
    L3+L2: Ip = 5.0000 C, Iz = 2.0000 C, P_h = 0.5000
    L3 only: Ip = 3.3560 C, Iz = 1.2576 C, P_h = 0.5266
all good
```
